\section*{King linearity in isotope shifts, tested on a two-electron model ion, part 1}

(Sections cited here and not found follow in the later parts.)

\section{The decision}

Suppose two spectral lines of one ion have been measured in five isotopes. The nuclear masses are known well and the nuclear radii are not. An electronic-structure calculation supplies, for each line, a recoil constant $K_i$ and a field constant $F_i$, and two things must be decided. The first is which combinations of the four computed constants the data can check without any knowledge of the radii. The second is the precision down to which the shifts of one line may be predicted from the shifts of the other before terms of higher order in the electron-to-nucleus mass ratio or in the nuclear size have to be computed as well. Both decisions hang on King linearity: after division by a mass factor, the shifts of the two lines fall on a straight line whose slope is $F_2/F_1$ and whose intercept is $K_2-K_1F_2/F_1$. These two numbers are all that the data can check, and the line is exact when each shift consists of two terms; a further term bends or displaces it unless its electronic factors stand in the same ratio as $F_1$ and $F_2$.

The conventions are fixed once. An isotope $A$ has nuclear mass $M_A$ (the bare nucleus, not the atom) and mean-square charge radius $\langle r^2\rangle_A$. For a transition $i$ and a pair $(A,A')$,
\begin{equation}
\delta\nu_i=\nu_i(A')-\nu_i(A),\qquad
\mu=\frac{1}{M_A}-\frac{1}{M_{A'}},\qquad
\delta\langle r^2\rangle=\langle r^2\rangle_{A'}-\langle r^2\rangle_A .
\label{eq:conv}
\end{equation}
The order of the masses in $\mu$ is opposite to the order in the other two differences, so that $\mu>0$ when $A'$ is the heavier nucleus. The symbol $\Delta$ means upper level minus lower level, so $h\nu=\Delta E$. The electron mass is $m_e$, its charge $-e$, and $a_0=4\pi\epsilon_0\hbar^2/m_ee^2$. The treatment is nonrelativistic, and the nucleus is a rigid, spinless, spherical charge $Ze$.

\section{One electron, point nucleus of finite mass}

Let the nucleus be at $\mathbf x_N$ and the electron at $\mathbf x_1$. The separation into centre-of-mass and relative motion is carried out for any number of electrons in the section on $N$ electrons below. For one electron it leaves, with $\mathbf r=\mathbf x_1-\mathbf x_N$ and $\mathbf p=-i\hbar\nabla_{\mathbf r}$,
\begin{equation}
H=\frac{p^2}{2m_e}+\frac{p^2}{2M}-\frac{Ze^2}{4\pi\epsilon_0r}
=\frac{p^2}{2m_r}-\frac{Ze^2}{4\pi\epsilon_0r},\qquad
\frac{1}{m_r}=\frac{1}{m_e}+\frac{1}{M}.
\end{equation}
The hydrogenic levels $-Z^2\hbar^2/(2m a_m^2n^2)$ with $a_m=4\pi\epsilon_0\hbar^2/me^2$ are proportional to the mass $m$ in the kinetic term, because $1/(m a_m^2)\propto m$. Every transition frequency therefore obeys $\nu(M)=\nu_\infty\,m_r/m_e$, where $\nu_\infty$ belongs to an infinitely heavy nucleus. Since $m_r/m_e=1/(1+m_e/M)$, the geometric series gives
\begin{equation}
\nu(M)=\nu_\infty\left(1-\frac{m_e}{M}+\frac{m_e^2}{M^2}-\dots\right).
\end{equation}
Subtracting the value for $A$ from the value for $A'$ removes $\nu_\infty$:
\begin{equation}
\delta\nu=m_e\nu_\infty\left(\frac{1}{M_A}-\frac{1}{M_{A'}}\right)
+m_e^2\nu_\infty\left(\frac{1}{M_{A'}^2}-\frac{1}{M_A^2}\right)+\dots
\label{eq:hmass}
\end{equation}
The first term is $K\mu$ with $K=m_e\nu_\infty$. It is positive: the heavier isotope has the larger reduced mass, deeper levels and the higher frequency. It is a product of one factor that knows only the transition and one that knows only the pair of nuclei. The second term factorizes too, but with a different nuclear factor. Because $1/M_{A'}^2-1/M_A^2=-\mu\,(1/M_A+1/M_{A'})$, it is smaller than the first by $m_e(1/M_A+1/M_{A'})$. For a nucleus of $40\,\mathrm u$, $m_e/M=1.371\times10^{-5}$. In the limit $M\to\infty$ for both isotopes $\mu\to0$ and the shift vanishes, as it must.

\section{One electron, extended nucleus}

Now hold the nucleus fixed and give it a size. Let $\rho_N(s)$ be its charge distribution normalized to one, $\int\rho_N\,d^3s=1$, and $\langle r^2\rangle=\int s^2\rho_N\,d^3s$. The perturbation is $\delta V=V_{\rm ext}-V_{\rm point}$, the change in the potential energy of the electron.

Build the nucleus from thin shells. A shell of radius $s$ and charge $dq$ gives the electron the energy $-e\,dq/(4\pi\epsilon_0r)$ outside, the same as if $dq$ sat at the centre, and the constant $-e\,dq/(4\pi\epsilon_0s)$ inside, both by Gauss's law. Moving $dq$ from the centre to the shell thus changes the potential energy by $(e\,dq/4\pi\epsilon_0)(1/r-1/s)$ for $r<s$ and by nothing for $r>s$. The change is positive, since the attraction is weakened. Its volume integral is
\begin{equation}
\frac{e\,dq}{4\pi\epsilon_0}\int_0^s\left(\frac1r-\frac1s\right)4\pi r^2\,dr
=\frac{e\,dq}{4\pi\epsilon_0}\,4\pi\left(\frac{s^2}{2}-\frac{s^2}{3}\right)
=\frac{e\,dq}{4\pi\epsilon_0}\,\frac{2\pi s^2}{3}.
\end{equation}
Summing the shells with $dq=Ze\,\rho_N\,d^3s$ turns $s^2$ into $\langle r^2\rangle$:
\begin{equation}
\int\delta V\,d^3r=\frac{Ze^2}{4\pi\epsilon_0}\,\frac{2\pi}{3}\langle r^2\rangle=\frac{Ze^2\langle r^2\rangle}{6\epsilon_0}.
\label{eq:vol}
\end{equation}
Nothing about the shape enters except $\langle r^2\rangle$. As a check, take a uniform sphere of radius $R$, for which $V_{\rm ext}=-(Ze^2/4\pi\epsilon_0)(3-r^2/R^2)/2R$ inside. Then $\int_0^R[1/r-3/2R+r^2/2R^3]\,4\pi r^2dr=4\pi R^2(\tfrac12-\tfrac12+\tfrac1{10})=2\pi R^2/5$, and $\langle r^2\rangle=3R^2/5$ gives $(2\pi/3)(3R^2/5)=2\pi R^2/5$ as well. The program tests Eq.~(\ref{eq:vol}) by quadrature for the uniform sphere and for a Gaussian charge.

First-order perturbation theory gives $\delta E=\int|\psi|^2\delta V\,d^3r$. The wave function varies on the length $a_0/Z$ and $\delta V$ lives on the length $R$. For $Z=20$ and an rms radius of $3.40\,\mathrm{fm}$ the ratio $Zr/a_0$ is $1.285\times10^{-3}$. To leading order in this ratio the density may be taken out of the integral at its central value $\rho(0)=|\psi(0)|^2$:
\begin{equation}
\delta E=\frac{Ze^2}{6\epsilon_0}\,\rho(0)\,\langle r^2\rangle .
\label{eq:fslevel}
\end{equation}
Taking upper minus lower level, dividing by $h$, and subtracting the isotopes gives $\delta\nu=F\,\delta\langle r^2\rangle$ with
\begin{equation}
F=\frac{Ze^2}{6\epsilon_0h}\,\Delta\rho(0).
\label{eq:F}
\end{equation}
If the excitation removes density from the nucleus, $\Delta\rho(0)<0$ and $F<0$: the larger nucleus raises the lower level more than the upper one and the line moves to lower frequency. The normalized hydrogenic functions $\psi_{1s}=(Z^3/\pi a_0^3)^{1/2}e^{-Zr/a_0}$ and $\psi_{2s}=(Z^3/8\pi a_0^3)^{1/2}(1-Zr/2a_0)e^{-Zr/2a_0}$ give $\rho_{1s}(0)=Z^3/\pi a_0^3$ and $\rho_{2s}(0)=Z^3/8\pi a_0^3$, while a $p$ function contains a factor $r$ and vanishes at the origin.

\section{A first King line}

With both effects present and each kept to first order, the two perturbations simply add, because first-order shifts are expectation values in the same unperturbed state and expectation values are linear in the operator. For the one-electron ion take the transitions $a:1s\to2p$ and $b:2s\to2p$. Without relativity $2s$ and $2p$ are degenerate, so $\nu_b=0$ and $K_b=0$. The degeneracy does no harm at this order: $p^2/2M$ and $\delta V$ are both rotationally invariant and cannot connect $2s$ with $2p$. With $\Delta\rho_a(0)=-Z^3/\pi a_0^3$ and $\Delta\rho_b(0)=-Z^3/8\pi a_0^3$ one has $F_b=F_a/8$, and
\begin{equation}
\delta\nu_a=m_e\nu_a\,\mu+F_a\,\delta\langle r^2\rangle,\qquad
\delta\nu_b=\tfrac18F_a\,\delta\langle r^2\rangle .
\end{equation}
The first equation gives $F_a\delta\langle r^2\rangle=\delta\nu_a-m_e\nu_a\mu$. Inserting this in the second and dividing by $\mu$,
\begin{equation}
\frac{\delta\nu_b}{\mu}=\frac18\,\frac{\delta\nu_a}{\mu}-\frac{m_e\nu_a}{8}.
\label{eq:hking}
\end{equation}
The radii have dropped out. Before the division the last term was $-m_e\nu_a\mu/8$, which differs from pair to pair; the division by $\mu$ is what makes it the same constant for all pairs. In the limit of equal radii $\delta\nu_a/\mu=m_e\nu_a$, and Eq.~(\ref{eq:hking}) returns $\delta\nu_b=0$, as it should for a line with no mass shift.

\section{$N$ electrons: the recoil operator}

Let the electrons be at $\mathbf x_j$, $j=1,\dots,N$, and set $M_t=M+Nm_e$. New coordinates are
\begin{equation}
\mathbf X=\frac{M\mathbf x_N+m_e\sum_j\mathbf x_j}{M_t},\qquad \mathbf r_j=\mathbf x_j-\mathbf x_N .
\end{equation}
The chain rule gives the old gradients in terms of the new. Moving the nucleus changes $\mathbf X$ with weight $M/M_t$ and every $\mathbf r_j$ with weight $-1$; moving electron $j$ changes $\mathbf X$ with weight $m_e/M_t$ and $\mathbf r_j$ with weight $+1$:
\begin{equation}
\nabla_{\mathbf x_N}=\frac{M}{M_t}\nabla_{\mathbf X}-\sum_j\nabla_j,\qquad
\nabla_{\mathbf x_j}=\frac{m_e}{M_t}\nabla_{\mathbf X}+\nabla_j ,
\end{equation}
where $\nabla_j$ acts on $\mathbf r_j$. Squaring and dividing by twice the mass,
\begin{align}
\frac{\nabla_{\mathbf x_N}^2}{2M}&=\frac{M}{2M_t^2}\nabla_{\mathbf X}^2-\frac{1}{M_t}\nabla_{\mathbf X}\cdot\sum_j\nabla_j+\frac{1}{2M}\Big(\sum_j\nabla_j\Big)^2,\\
\sum_j\frac{\nabla_{\mathbf x_j}^2}{2m_e}&=\frac{Nm_e}{2M_t^2}\nabla_{\mathbf X}^2+\frac{1}{M_t}\nabla_{\mathbf X}\cdot\sum_j\nabla_j+\sum_j\frac{\nabla_j^2}{2m_e}.
\end{align}
In the sum the cross terms cancel and the $\nabla_{\mathbf X}^2$ terms combine to $(M+Nm_e)/2M_t^2=1/2M_t$. The potential energy depends only on the $\mathbf r_j$, since $\mathbf x_j-\mathbf x_k=\mathbf r_j-\mathbf r_k$, so the centre of mass moves freely and is dropped; the frequencies below refer to the rest frame of the ion. With $\mathbf p_j=-i\hbar\nabla_j$ and $\mathbf P=\sum_j\mathbf p_j$, the internal Hamiltonian is
\begin{equation}
H=H_\infty+\frac{P^2}{2M}+\sum_j\delta V(r_j),\qquad
H_\infty=T+V_C,\qquad T=\sum_j\frac{p_j^2}{2m_e},
\label{eq:H}
\end{equation}
where $V_C$ holds the attraction to a point nucleus and the repulsion between electrons. The term $P^2/2M$ is the kinetic energy of the nucleus, whose momentum in the rest frame is $-\mathbf P$. For $N=1$ it is $p^2/2M$, the one-electron case used above. The program tests the separation for two electrons by applying both forms of the kinetic operator symbolically to a function that couples all three coordinates and comparing values. The essential fact is that $H_\infty$ contains $Z$ but neither $M$ nor $\langle r^2\rangle$: it and its eigenstates are the same for all isotopes.

For an isolated level of $H_\infty$, first-order perturbation theory gives
\begin{equation}
E(A)=E_\infty+\frac{1}{M_A}\,\frac{\langle P^2\rangle}{2}+\frac{Ze^2}{6\epsilon_0}\rho(0)\,\langle r^2\rangle_A .
\label{eq:level}
\end{equation}
The last term follows as before, because the expectation value of $\sum_j\delta V(r_j)$ is $\int\rho\,\delta V\,d^3r$ with $\rho(\mathbf r)=\langle\sum_j\delta(\mathbf r-\mathbf r_j)\rangle$ the total electron density, normalized to $N$. Taking $\Delta$, dividing by $h$ and subtracting $A$ from $A'$, the recoil term becomes $(\Delta\langle P^2\rangle/2h)(1/M_{A'}-1/M_A)=-(\Delta\langle P^2\rangle/2h)\,\mu$, so that
\begin{equation}
\delta\nu_i=K_i\,\mu+F_i\,\delta\langle r^2\rangle,\qquad
K_i=-\frac{\Delta_i\langle P^2\rangle}{2h},\qquad
F_i=\frac{Ze^2\,\Delta_i\rho(0)}{6\epsilon_0h}.
\label{eq:two}
\end{equation}
The minus sign in $K$ comes only from the order of the masses in $\mu$. $K$ has the unit $\mathrm{Hz\,kg}$ and $F$ the unit $\mathrm{Hz/m^2}$.

\section{Normal and specific mass shift}

Expanding the square separates one-electron and two-electron parts:
\begin{equation}
\frac{P^2}{2}=\sum_j\frac{p_j^2}{2}+\sum_{j<k}\mathbf p_j\cdot\mathbf p_k=m_eT+\sum_{j<k}\mathbf p_j\cdot\mathbf p_k ,
\end{equation}
where each unordered pair appears twice in the square and the factor $\tfrac12$ leaves it once. Hence $K=K^{\rm NMS}+K^{\rm SMS}$ with
\begin{equation}
K^{\rm NMS}=-\frac{m_e\,\Delta\langle T\rangle}{h},\qquad
K^{\rm SMS}=-\frac{1}{h}\Delta\Big\langle\sum_{j<k}\mathbf p_j\cdot\mathbf p_k\Big\rangle .
\label{eq:Kparts}
\end{equation}

The normal part follows from the virial theorem. Rescale an eigenfunction, $\psi_\eta(\mathbf r_1,\dots)=\eta^{3N/2}\psi(\eta\mathbf r_1,\dots)$, which keeps the norm. Two derivatives multiply $\langle T\rangle$ by $\eta^2$, and the inverse distances multiply $\langle V_C\rangle$ by $\eta$. The energy $\eta^2\langle T\rangle+\eta\langle V_C\rangle$ is stationary at $\eta=1$ because $\psi$ is an eigenfunction, so $2\langle T\rangle+\langle V_C\rangle=0$ and $E=\langle T\rangle+\langle V_C\rangle=-\langle T\rangle$. Then $-\Delta\langle T\rangle=\Delta E=h\nu$ and
\begin{equation}
K^{\rm NMS}=m_e\nu ,
\label{eq:nms}
\end{equation}
which reproduces the first term of Eq.~(\ref{eq:hmass}), where there is no pair and no specific part. The proof needs $\psi_\eta$ to be an allowed variation. In a fixed finite basis it is allowed only approximately, and the example will show the price.

The specific part has no such closed form, but its sign and size can be read off for two electrons in different orbitals $a$ and $b$. The spatial functions are $\psi_\pm=[a(1)b(2)\pm b(1)a(2)]/\sqrt2$, symmetric for the singlet and antisymmetric for the triplet. The four terms of the expectation value are equal in pairs:
\begin{equation}
\langle\mathbf p_1\cdot\mathbf p_2\rangle_\pm=\langle a|\mathbf p|a\rangle\cdot\langle b|\mathbf p|b\rangle\pm\langle a|\mathbf p|b\rangle\cdot\langle b|\mathbf p|a\rangle=\pm\,|\langle a|\mathbf p|b\rangle|^2 .
\end{equation}
The direct term vanishes because $\mathbf p$ is odd under inversion and each orbital has definite parity; the exchange term is a squared modulus because $\mathbf p$ is Hermitian. For $1s2s$ the exchange term vanishes by parity too, and for $1s^2$ only the vanishing direct term exists, so in these states $\langle\mathbf p_1\cdot\mathbf p_2\rangle$ arises only from admixed configurations. For $1s2p$ it survives. With unscreened hydrogenic orbitals, the commutator $[h,z]=-i\hbar p_z/m_e$ of the one-electron Hamiltonian $h$ gives $|\langle1s|p_z|2p_z\rangle|=(m_e/\hbar)(E_{2p}-E_{1s})|\langle1s|z|2p_z\rangle|$. With $\psi_{2p_z}=(Z^5/32\pi a_0^5)^{1/2}\,z\,e^{-Zr/2a_0}$, the angular average $\langle z^2\rangle=r^2/3$, and $\int_0^\infty r^4e^{-cr}dr=24/c^5$,
\begin{equation}
\langle1s|z|2p_z\rangle=\frac{Z^4}{4\sqrt2\,\pi a_0^4}\,\frac{4\pi}{3}\,24\left(\frac{2a_0}{3Z}\right)^5=\frac{128\sqrt2}{243}\,\frac{a_0}{Z}.
\end{equation}
The energy difference is $(\tfrac12-\tfrac18)Z^2\hbar^2/m_ea_0^2=\tfrac38Z^2\hbar^2/m_ea_0^2$. The product is $\tfrac38\cdot\tfrac{128\sqrt2}{243}=\tfrac{16\sqrt2}{81}$ in units of $Z\hbar/a_0$, the $x$ and $y$ components vanish by reflection symmetry, and
\begin{equation}
|\langle1s|\mathbf p|2p\rangle|^2=\frac{512}{6561}\,\frac{Z^2\hbar^2}{a_0^2},
\label{eq:hyd}
\end{equation}
which is $1.2397\times10^{-46}\,\mathrm{kg^2m^2/s^2}$ for $Z=20$. This grows as $Z^2$, like $m_e\langle T\rangle$, so for such levels the specific shift does not fade against the normal one as $Z$ increases.

To first order in recoil and in nuclear size, the shift of each line has been reduced to $K_i\,\mu+F_i\,\delta\langle r^2\rangle$, with $K_i$ split into a normal and a specific part. It remains to derive the King line for two general transitions, to find what further terms do to it, and to test it on a model ion.
